\section*{Initial-Rise Energy of a First-Order Depolarization Peak and Its Bias}

\section{The slope at one temperature}

\noindent\textbf{Q.} You heat a poled sample, plot the logarithm of its depolarization current against inverse temperature, and call the slope of the rising part an activation energy. The polarization is draining away while you measure. Why should the slope know nothing about that?

\medskip\noindent\textbf{A.} It does know about it, and the model shows by how much. Let $P$ be the frozen polarization between short-circuited electrodes. First-order relaxation means that each dipole relaxes independently with the same time $\tau$:
\begin{equation}
\frac{dP}{dt}=-\frac{P}{\tau},\qquad \tau(T)=\tau_0e^{E/kT},\qquad J=-\frac{dP}{dt}=\frac{P}{\tau}.
\end{equation}
The depolarization current density $J$ is counted positive, and $\tau_0$ is constant. The temperature rises at a constant rate $\beta=dT/dt$. Dividing the rate equation by $\beta$ and integrating from the starting temperature $T_0$, where $P=P_0$, gives
\begin{equation}
\frac{d\ln P}{dT}=-\frac{1}{\beta\tau},\qquad
\ln P=\ln P_0-s(T),\qquad s(T)=\int_{T_0}^{T}\frac{dT'}{\beta\tau(T')} .
\end{equation}
Since $\ln J=\ln P-\ln\tau$,
\begin{equation}
\ln J=\ln\frac{P_0}{\tau_0}-\frac{E}{kT}-s(T).
\end{equation}
The horizontal axis of the plot is $x=1/kT$. From $T=1/(kx)$ we have $dT/dx=-1/(kx^2)=-kT^2$, so
\begin{equation}
\frac{d\ln J}{dx}=-E-\frac{ds}{dT}\frac{dT}{dx}=-E+\frac{kT^2}{\beta\tau}.
\end{equation}
The apparent energy is minus this slope:
\begin{equation}
E_{\rm app}(T)=E-\frac{kT^2}{\beta\tau(T)} .
\label{eq:app}
\end{equation}
The first term comes from the faster jumps, the second from the shrinking of the polarization that is left to relax. $P_0$ has dropped out, so incomplete poling does not alter the slope in this model.

\medskip\noindent\textbf{Q.} Is that an approximation for small depletion?

\medskip\noindent\textbf{A.} No. Nothing was expanded, so within the model it holds on the whole curve. At the maximum of $J$ the slope is zero, hence $E_{\rm app}=0$ and
\begin{equation}
\frac{kT_m^2}{\beta\tau(T_m)}=E .
\label{eq:peak}
\end{equation}
Above $T_m$ the apparent energy is negative, because the current falls on heating. What is approximate is the practice of reading $E_{\rm app}$ as $E$.

\section{How fast the error grows}

\noindent\textbf{Q.} The correction contains $\tau$, which I do not know beforehand. How do I judge its size?

\medskip\noindent\textbf{A.} Use the peak as the reference. Define the relative bias $r=(E-E_{\rm app})/E=kT^2/(\beta\tau E)$. By (\ref{eq:peak}), $r(T_m)=1$. Dividing $r(T)$ by $r(T_m)$ and writing $z_m=E/kT_m$,
\begin{equation}
r=\Big(\frac{T}{T_m}\Big)^2\frac{\tau(T_m)}{\tau(T)}
=\Big(\frac{T}{T_m}\Big)^2\exp\!\Big[z_m\Big(1-\frac{T_m}{T}\Big)\Big].
\label{eq:r}
\end{equation}
Its logarithmic derivative is
\begin{equation}
\frac{d\ln r}{dT}=\frac2T+\frac{E}{kT^2}=\frac{E+2kT}{kT^2}.
\label{eq:growth}
\end{equation}
The bias therefore grows by a factor of about $e$ over a temperature interval $kT^2/(E+2kT)$, which itself changes little over one such step.

Take $E=0.66$ eV, $\tau_0=10^{-13}$ s and $\beta=0.1$ K/s. Solving (\ref{eq:peak}) gives $T_m=224.47$ K and $z_m=34.12$. The relaxation time there is $T_m/(\beta z_m)=224.47/(0.1\times34.12)=65.8$ s. With $kT_m=0.66/34.12=0.01934$ eV, the $e$-fold interval at the peak is $0.01934\times224.47/(0.66+0.0387)=6.21$ K. The local bias falls to 1\% at 199.0 K, which is 25.5 K below the peak.

\medskip\noindent\textbf{Q.} In the laboratory I choose the window by current, say up to a tenth of the maximum. What does that imply?

\medskip\noindent\textbf{A.} We need $f=J/J_m$ in terms of $r$. The integral $s$ can be done. Its lower limit may be set to zero, since this adds a constant that cancels in $J/J_m$. Put $T'=T/u$ and $z=E/kT$:
\begin{equation}
s=\frac{1}{\beta\tau_0}\int_0^Te^{-E/kT'}dT'
=\frac{T}{\beta\tau_0}\int_1^\infty\frac{e^{-zu}}{u^2}\,du .
\end{equation}
Integrating by parts, with $e^{-zu}$ as the factor that is integrated,
\begin{equation}
\int_1^\infty\frac{e^{-zu}}{u^2}du=\frac{e^{-z}}{z}-\frac2z\int_1^\infty\frac{e^{-zu}}{u^3}du
=\frac{e^{-z}}{z}\Big[1-\frac2z+O(z^{-2})\Big].
\end{equation}
In the same variables $r=Te^{-z}/(\beta\tau_0z)$, so $s=r\,[1-2/z+O(z^{-2})]$. From $J=P/\tau$,
\begin{equation}
\ln f=\ln\frac{\tau(T_m)}{\tau(T)}+s(T_m)-s(T).
\end{equation}
Now keep first order in $1/z_m$. Equation (\ref{eq:r}) gives $\ln[\tau(T_m)/\tau(T)]=\ln r-2\ln(T/T_m)$, and to leading order $\ln(T/T_m)=\ln r/z_m$. The first term is then $(1-2/z_m)\ln r$. The other two give $(1-2/z_m)(1-r)$, because $r(T_m)=1$. Hence
\begin{equation}
f=\big(r\,e^{1-r}\big)^{1-2/z_m},\qquad
r=-W_0\!\left(-\frac{f^{1/(1-2/z_m)}}{e}\right).
\label{eq:lambert}
\end{equation}
$W_0$ is the principal Lambert function, the solution $W\ge-1$ of $We^W=y$; this branch has $r\le1$, the rising side. The expansion needs $|\ln r|\ll z_m$.

At $f=0.10$ the exponent is $1/(1-2/34.12)=1.062$, so the argument has magnitude $0.1^{1.062}/e=0.0319$. Solving $re^{-r}=0.0319$ gives $r=0.033$. Without the expansion the bias is 3.35\%, or 22 meV, so $E_{\rm app}=0.638$ eV. Other points, also without the expansion, are:

\begin{center}
\begin{tabular}{cccc}
$J/J_m$ & $T$ (K) & bias (\%) & $E_{\rm app}$ (eV)\\
\hline
0.01 & 193.1 & 0.29 & 0.658\\
0.10 & 205.1 & 3.35 & 0.638\\
0.50 & 215.4 & 22.0 & 0.515\\
0.80 & 219.75 & 46.0 & 0.356\\
0.95 & 222.3 & 70.6 & 0.194
\end{tabular}
\end{center}

For small $f$, (\ref{eq:lambert}) reduces to $r\simeq f^{1/(1-2/z_m)}/e$: for $f$ between about 0.01 and 0.2 the local bias is roughly a third of the current fraction, and the ratio falls slowly at smaller $f$, to about a quarter at $f=10^{-3}$.

\medskip\noindent\textbf{Q.} At 95\% of the maximum the slope still keeps 29\% of its value. Why so much, so close to the top?

\medskip\noindent\textbf{A.} The current is flat at its maximum, while its slope passes through zero linearly. Differentiate $d\ln J/dx=-E(1-r)$ once more. By (\ref{eq:growth}) and $dT/dx=-kT^2$, $dr/dx=-r(E+2kT)$, so at the peak
\begin{equation}
\frac{d^2\ln J}{dx^2}=-E(E+2kT_m).
\end{equation}
Let $\Delta x=x-x_m>0$ on the cold side. To leading order,
\begin{equation}
1-f=\tfrac12E(E+2kT_m)\Delta x^2,\qquad 1-r=(E+2kT_m)\Delta x .
\end{equation}
Eliminating $\Delta x$,
\begin{equation}
1-r=\sqrt{2(1-f)\Big(1+\frac{2}{z_m}\Big)} .
\end{equation}
For $f=0.95$ this gives $1-r=\sqrt{0.1\times1.0586}=0.325$, against 0.294 from the full curve. A 5\% drop in current corresponds to about 30\% of the true slope.

\section{A line through a finite window}

\noindent\textbf{Q.} I do not measure a derivative at a point. I fit a straight line to many points. Which bias do I get?

\medskip\noindent\textbf{A.} You get a weighted mean. Let the points be dense, equally weighted and uniform in $x$ between $a=1/kT_{\rm hi}$ and $c=1/kT_{\rm lo}$, with midpoint $\bar x$ and $y=\ln J$. The least-squares slope is
\begin{equation}
m=\frac{\int_a^c(x-\bar x)\,y\,dx}{\int_a^c(x-\bar x)^2dx},\qquad
\int_a^c(x-\bar x)^2dx=\frac{(c-a)^3}{12}.
\end{equation}
The function $w=\frac12(x-a)(c-x)$ vanishes at both ends and has $w'=-(x-\bar x)$. Integrating the numerator by parts turns it into $\int wy'\,dx$, so
\begin{equation}
m=\int_a^c\frac{6(x-a)(c-x)}{(c-a)^3}\,\frac{dy}{dx}\,dx .
\end{equation}
The weight is positive and integrates to one. Inserting $dy/dx=-E(1-r)$ gives $E_{\rm fit}=-m=E(1-\langle r\rangle)$, where the brackets denote this mean.

For $\langle r\rangle$, replace the slowly varying $E+2kT$ by its value at $T_{\rm hi}$. Then $r=r_{\rm hi}e^{-q}$ with $q=(E+2kT_{\rm hi})(x-a)$, which runs from 0 to $L=(E+2kT_{\rm hi})(c-a)$. We need
\begin{align}
\int_0^Lqe^{-q}dq&=1-(1+L)e^{-L},\\
\int_0^Lq^2e^{-q}dq&=2-(L^2+2L+2)e^{-L}.
\end{align}
$L$ times the first minus the second is $L-2+(L+2)e^{-L}$. Therefore
\begin{equation}
\langle r\rangle\simeq r_{\rm hi}\,G(L),\qquad
G(L)=\frac{6\,[L-2+(L+2)e^{-L}]}{L^3}.
\label{eq:G}
\end{equation}
For a narrow window $G\simeq1-L/2$, and the fit returns the local slope. For a very wide one, $L\gg2$, $G\simeq6/L^2$: the cold points dilute the bias, though only as a power of the width. The windows used below are not that wide and need the full $G(L)$.

\medskip\noindent\textbf{Q.} Put numbers in for a window from 1\% to 10\% of the maximum.

\medskip\noindent\textbf{A.} The ends are 193.07 K and 205.13 K. At the upper end $kT_{\rm hi}=0.01934\times205.13/224.47=0.01767$ eV, so $E+2kT_{\rm hi}=0.6953$ eV. Since $1/kT=(z_m/E)(T_m/T)$,
\begin{equation}
L=\frac{0.6953}{0.66}\times34.12\left(\frac{224.47}{193.07}-\frac{224.47}{205.13}\right)=2.46 .
\end{equation}
Then $G=0.34$ and the fitted bias is $0.34\times3.35\%=1.14\%$. The fit returns 0.6525 eV, which is 7.5 meV low. Points uniform in $T$ instead of $x$ give 0.6524 eV.

Holding the lower end at 1\% and raising the upper end to 20\%, 50\% and 100\% of the maximum gives biases of 1.9\%, 3.9\% and 11.6\% for points uniform in $x$; for points uniform in $T$ the last two are 4.0\% and 12.1\%.

\medskip\noindent\textbf{Q.} So even a fit up to the summit loses only 12\%. That seems tolerable.

\medskip\noindent\textbf{A.} That figure depends on clean data two decades below the maximum. If noise hides the foot, the window becomes short and sits near the peak. Hold its width at 10 K and move its upper end:

\begin{center}
\begin{tabular}{ccc}
upper end below $T_m$ (K) & $E_{\rm fit}$ (eV) & bias (\%)\\
\hline
30 & 0.659 & 0.14\\
20 & 0.652 & 1.2\\
10 & 0.607 & 8.05\\
5 & 0.530 & 20\\
0 & 0.355 & 46
\end{tabular}
\end{center}

From 20 K to 10 K below the peak the bias grows nearly sevenfold. The last 10 K bring a further factor of 5.7; the growth is slower there because the $e$-fold interval $kT^2/(E+2kT)$ lengthens with temperature.

\medskip\noindent\textbf{Q.} Equation (\ref{eq:app}) has $\beta$ in the denominator. Can I heat faster and be rid of the problem?

\medskip\noindent\textbf{A.} At a fixed temperature, yes. At 210 K the local bias is 8.3\% at 0.1 K/s and 0.83\% at 1 K/s, because fewer dipoles have relaxed on the way. But the peak also moves, to 239.7 K. At a fixed current fraction, (\ref{eq:lambert}) contains $\beta$ through $z_m$ alone, which changes slowly. At $J/J_m=0.10$ the bias is 3.35\% at the slow rate and 3.32\% at the fast one. Faster heating reduces the depletion bias if you keep the temperature window, but hardly at all if you move it along with the peak. Moving the window along with the peak does raise the current, so a constant background then does less harm; in a fixed temperature window the current, and with it the background error, hardly changes. Faster heating also magnifies thermal lag: a thermometer that lags by 3 s reads 3 K low at 1 K/s, which lowers the energy fitted between 1\% and 10\% of the maximum by about 18 meV.

\section{Removing the bias}

\noindent\textbf{Q.} If the error is known, why not subtract it?

\medskip\noindent\textbf{A.} The data allow it when the whole peak has been recorded. From $dP/dT=-J/\beta$, and because $P$ vanishes well above the peak,
\begin{equation}
\beta P(T)=\int_T^\infty J\,dT' .
\end{equation}
With $1/\tau=J/P$, (\ref{eq:app}) becomes
\begin{equation}
E=E_{\rm app}(T)+\frac{kT^2J(T)}{\int_T^\infty J\,dT'} .
\label{eq:area}
\end{equation}
Neither $\tau$ nor $\beta$ is needed, and the electrode area cancels. I tested this on a current obtained by integrating the rate equation numerically. At 200, 210 and 220 K the local slopes are 0.652, 0.605 and 0.343 eV; (\ref{eq:area}) restores 0.660 eV each time. On the same kind of curve, for heating rates of 0.1 and 1 K/s, central differences of $\ln J$ between 180 K and the peak agree with (\ref{eq:app}) to $6\times10^{-6}$ eV.

\medskip\noindent\textbf{Q.} And if the kinetics are not first order?

\medskip\noindent\textbf{A.} Then the correction changes. Suppose $J=P^n/(P_0^{\,n-1}\tau)$. Now $\ln J$ contains $n\ln P$, and $d\ln P/dx=-kT^2\,d\ln P/dT=kT^2J/(\beta P)$, so
\begin{equation}
E_{\rm app}=E-n\,\frac{kT^2J}{\beta P}.
\end{equation}
For $n=2$ the depletion term is twice as large at the same $J/P$, and (\ref{eq:area}) would remove only half of it. An overlapping second peak also spoils (\ref{eq:area}), since its current enters the measured slope, the numerator and the integral.

\section{Against a real crystal}

\noindent\textbf{Q.} Your numbers are round. Do they resemble any material?

\medskip\noindent\textbf{A.} They lie in the regime of impurity--vacancy dipoles in a lightly doped alkali halide such as NaCl. There a barrier of roughly two thirds of an electronvolt and a peak somewhat above 200 K are typical, both as rough figures. Isolated dipoles are what make first-order kinetics plausible. I take $N=10^{18}$ cm$^{-3}$ dipoles, $p=e\times0.40$ nm, and a poling field $F=0.05$ MV/cm at $T_p=230$ K. This field is on the high side, but well below a breakdown strength of roughly 1 MV/cm. The frozen polarization is roughly $Np^2F/3kT_p\simeq2.2\times10^{-4}$ $\mu$C/cm$^2$, and the peak current density is about 1300 fA/cm$^2$. The ratio $pF/kT_p=0.10$ justifies the linear formula. The dipole interaction energy at the mean spacing is about 0.04 meV, negligible beside $kT$. Randomly placed dipoles include some close pairs with much stronger interactions, which the model leaves out.

The constant prefactor is an assumption too. If $1/\tau$ carries an extra factor $T$, then $\ln J$ gains $\ln T$, whose contribution to minus the slope is $kT^2/T=kT$. For the 1--10\% window this raises the fitted energy by 17 meV, more than twice the depletion bias and of opposite sign.

\medskip\noindent\textbf{Q.} Then a small depletion bias does not mean an accurate energy.

\medskip\noindent\textbf{A.} It does not. Here are further shifts, each introduced alone, with the window set at 1\% and 10\% of the maximum of the altered curve. If the window is instead held at 193.07--205.13 K, the background, satellite, tunnelling and spread rows become $-17.8$, $-3.4$, $-2.4$ and $-2.4$ meV.

\begin{center}
\begin{tabular}{lr}
change & shift (meV)\\
\hline
background current, 1 fA/cm$^2$ & $-18.4$\\
thermometer reads 1 K high & $+6.6$\\
1\% of $P_0$ with barrier 30 meV lower & $-2.9$\\
tunnelling, 5 THz barrier (Wigner) & $-1.9$\\
Gaussian barrier spread, 5 meV & $-1.8$
\end{tabular}
\end{center}

The background is less than a thousandth of the maximum, but about 8\% of the current at the foot of the window. A constant $J_b$ multiplies the local slope by $J/(J+J_b)$, so it does most harm where depletion does least. With an uncorrected background, lowering the window exchanges one error for the other. The thermometer error follows from the axis: with $x'=1/k(T+\delta)$, the slope is multiplied by $(1+\delta/T)^2\simeq1+2\delta/T$, which is 1\% for $\delta=1$ K near 200 K. The spread and the satellite lower the slope in two ways: the dipoles with low barriers jump faster and are over-represented in the current at the foot, and they also deplete sooner, which adds to the depletion bias. In the fixed temperature window the first effect gives about half of the satellite shift and about 60\% of the spread shift. The tunnelling row multiplies $1/\tau$ by Wigner's factor $1+(h\nu/kT)^2/24$, where $\nu=5$ THz expresses the curvature of the barrier top as a frequency; this factor falls on heating, which lowers the slope.

\medskip\noindent\textbf{Q.} What would you do with my data, then?

\medskip\noindent\textbf{A.} First subtract the background, measured on an unpoled run. If the peak is isolated and complete, apply (\ref{eq:area}) at several temperatures. For first-order kinetics with a single barrier and a constant prefactor the restored energies should coincide; a clear drift shows that some assumption has failed. The test is sensitive near the peak: a Gaussian barrier spread of only 5 meV makes the restored energy fall from 0.658 eV at 195 K to 0.630 eV at 222 K, so do not average over such a drift. Agreement does not prove the assumptions right: with a prefactor proportional to $T$ each restored energy is too high by $kT$, which changes by only about 2 meV between 195 and 222 K. If the peak is incomplete but its maximum is visible, fit well below it and estimate the remaining bias from (\ref{eq:lambert}) and (\ref{eq:G}). In either case, state which temperature dependence of the prefactor was assumed: in this example that choice moves the energy by 17 meV. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
E = 0.66 eV, tau0 = 1.0e-13 s, heating rate = 0.10 K/s
dipoles 1.0e+18 cm^-3, charge separation 0.40 nm
poling 0.050 MV/cm at 230 K, tau there 29.0 s
tau at start 150 K = 1.50e+09 s
frozen polarization = 2.156e-04 uC/cm2
peak T = 224.47 K, E/kT there = 34.12, tau there = 65.8 s
peak current density = 1272 fA/cm2
bias e-fold distance at peak = 6.21 K
largest error of local-slope formula = 5.9e-06 eV
Local slope: J/Jpeak, T (K), bias (%), Lambert (%), E_app (eV)
  0.01  193.07  0.29  0.28  0.6581
  0.05  201.30  1.59  1.55  0.6495
  0.10  205.13  3.35  3.29  0.6379
  0.20  209.22  7.23  7.15  0.6123
  0.50  215.44  22.04  21.94  0.5145
  0.80  219.75  46.04  45.96  0.3561
  0.95  222.33  70.57  70.52  0.1943
1% local bias: T = 199.01 K, 25.46 K below peak, J/Jpeak = 0.0325
Fits from J/Jpeak = 0.01 (T = 193.07 K) up to the fraction given:
  fraction, L, E_fit (eV), bias (%), closed form (%)
  0.05  1.71  0.6552  0.73  0.73
  0.10  2.46  0.6525  1.14  1.14
  0.20  3.23  0.6478  1.85  1.85
  0.50  4.35  0.6342  3.91  3.91
  0.80  5.09  0.6166  6.58  6.56
  1.00  5.87  0.5837  11.56  11.53
10 K window: upper end below peak (K), E_fit (eV), bias (%)
  30  0.6591  0.14
  20  0.6522  1.18
  10  0.6069  8.05
   5  0.5301  19.67
   0  0.3548  46.24
1-10% fit, points uniform in T: 0.6524 eV
Area correction: T (K), E_app (eV), restored E (eV)
  200  0.6519  0.6600
  210  0.6050  0.6600
  220  0.3431  0.6600
at 1.0 K/s: peak 239.73 K, bias at J/Jpeak 0.10 = 3.32 %
bias at 210 K: 8.34 % slow, 0.83 % fast
Neglected effects, shift of the 1-10% fitted energy (meV):
  depletion bias itself, for comparison: -7.50
  rate prefactor proportional to T: +16.96
  thermometer reads 1.0 K high: +6.58
  background 1.0 fA/cm2: -18.43
  Gaussian barrier spread 5 meV: -1.81
  satellite 1 %, barrier 30 meV lower: -2.89
  Wigner tunnelling, 5 THz barrier: -1.94
  shift on doubling the temperature step: +4.1e-06
dipole interaction energy = 0.042 meV (eps_r = 5.5)
dipole energy in poling field / kT = 0.101
\end{verbatim}
